# Why EOM-CCSD misses the energy sum for two distant excited fragments

**Q:** EOM-CCSD excitation energies are size-intensive. I put molecule A far from molecule B and excite both. A alone has an excitation energy $\omega_A$, B alone has $\omega_B$, and they do not interact. The pair calculation must therefore have a root at $\omega_A+\omega_B$.

**A:** In general it does not. Size intensivity says that $\omega_A$ remains a root when an unexcited B is added. The energy of a state with both fragments excited is a separate question, and the proof for the first case does not carry over.

**Q:** Then show me the first case, so that I can see where it stops.

**A:** Take closed-shell fragments with $H=H_A+H_B$: no interaction and no electron exchange between them. The reference is a product, $|0\rangle=|0_A\rangle|0_B\rangle$. CCSD uses $T=T_1+T_2$ and requires that

$$\bar H=e^{-T}He^{T}$$

have no matrix element from $|0\rangle$ to any singly or doubly excited determinant. The ground-state energy is $E=\langle 0|\bar H|0\rangle$. EOM-CCSD then solves

$$P\bar H R|0\rangle=(E+\omega)R|0\rangle,\qquad R=r_0+R_1+R_2,$$

where $P$ projects onto the reference, the singles (S) and the doubles (D).

For the pair, try $T=T_A+T_B$, with each part taken from its own fragment. $T_A$ conserves the electron number of A, so it commutes with $H_B$ and $T_B$; the same holds with A and B exchanged. The exponentials of the other fragment cancel, and

$$\bar H=\bar H_A+\bar H_B,\qquad E=E_A+E_B .$$

This $T$ solves the pair equations. For an excitation on A alone, the condition is the CCSD equation of A. For one that excites both fragments, the element from $|0\rangle$ vanishes because each term of $\bar H$ changes one fragment only. Charge-transfer elements vanish because each fragment keeps its electrons.

Now let $R_A$ be an EOM-CCSD solution of A:

$$\bar H R_A|0\rangle=(\bar H_AR_A|0_A\rangle)|0_B\rangle+R_A|0_A\rangle\,\bar H_B|0_B\rangle .$$

By the CCSD equations of B, $\bar H_B|0_B\rangle$ is $E_B|0_B\rangle$ plus triple and higher excitations of B. The projector $P$ removes those higher terms. It also reduces the first term to the fragment equation, which gives $(E_A+\omega_A)R_A|0_A\rangle|0_B\rangle$. Hence

$$P\bar H R_A|0\rangle=(E_A+E_B+\omega_A)R_A|0\rangle .$$

The excitation energy is still $\omega_A$. The proof used the fact that B was in its reference, where the CCSD equations apply.

**Q:** For the double excitation I would use the product $R_AR_B|0\rangle$. The Hamiltonian is a sum, so the energies should add.

**A:** They do add if the product is allowed in the space. Multiply it out, leaving aside the terms with $r_0$, which excite at most one fragment:

$$(R_{1A}+R_{2A})(R_{1B}+R_{2B})=R_{1A}R_{1B}+R_{2A}R_{1B}+R_{1A}R_{2B}+R_{2A}R_{2B}.$$

The first term is a double excitation of the pair, the next two are triples and the last is a quadruple. The pair's $R$ stops at doubles, so it has room only for a term of the first kind, with one single on each fragment. Each fragment loses the $R_2$ part of its excited state.

**Q:** But the wavefunction is $e^TR|0\rangle$, and the exponential generates triples and quadruples.

**A:** It does, but only by multiplying $R$ with ground-state amplitudes. For example, $T_{2A}R_{1A}R_{1B}|0\rangle$ is a quadruple excitation whose new factor is a ground-state amplitude of A. The missing term $R_{2A}R_{1B}$ needs an amplitude that belongs to the excited state of A. $T$ does not contain it, and the linear $R$ has no room for it.

**Q:** So there is no root at all for both molecules excited?

**A:** There are such roots, at a different energy. Consider the sector in which each fragment keeps its numbers of spin-up and spin-down electrons. Divide the EOM space into local determinants (the reference, and S or D on one fragment) and mixed doubles $|s_As_B\rangle$, with one single on each fragment.

First take the elements from local to mixed determinants. Let $\mu_A$ be any S or D on A. The term $\bar H_A$ leaves B in its reference, so it cannot reach $s_B$. The other term gives

$$\langle s_As_B|\bar H_B|\mu_A0_B\rangle=\langle s_A|\mu_A\rangle\,\langle s_B|\bar H_B|0_B\rangle=0,$$

by the CCSD singles equation of B. The same argument holds with the fragments exchanged, and the reference column vanishes as shown before. Elements from mixed to local determinants need not vanish, because $\langle 0_B|\bar H_B|s_B\rangle$ can be nonzero. The matrix is therefore block triangular. Its characteristic determinant is the product of those of the two diagonal blocks, so the mixed block supplies its own roots.

Within that block,

$$\langle s_As_B|\bar H-E|s'_As'_B\rangle=\langle s_A|\bar H_A-E_A|s'_A\rangle\delta_{s_Bs'_B}+\delta_{s_As'_A}\langle s_B|\bar H_B-E_B|s'_B\rangle .$$

This is a sum of two matrices acting on different indices. Products of their eigenvectors are eigenvectors, and the eigenvalues add:

$$\omega_{AB}^{\text{EOM-CCSD}}=\sigma_A+\sigma_B .$$

Here $\sigma_X$ is an eigenvalue of the singles-singles block of $\bar H_X-E_X$. It contains ground-state correlation through $T$, but not the coupling of $R_1$ to $R_2$. The error relative to the sum of fragment energies is

$$\Delta=(\sigma_A-\omega_A)+(\sigma_B-\omega_B).$$

Nothing in this expression depends on the distance, since the fragments are already non-interacting. Moving them further apart does not help.

**Q:** Is the error large enough to matter? Give me a case I can follow by hand.

**A:** Let each fragment be a Hubbard dimer, two sites with two electrons. The hopping is 2 eV in A and 2.5 eV in B. Both have an on-site repulsion of 4 eV and site energies of $-1$ and $+1$ eV. The reference is the restricted Hartree–Fock determinant, with one occupied and one virtual orbital. With two electrons, singles and doubles exhaust the fragment space, so CCSD and EOM-CCSD are exact for each dimer within the model. Any error for the pair comes from truncating the pair's $R$.

Each dimer has one singlet single S, the normalized sum of the spin-up and spin-down replacements, and one double D. In this basis

$$\bar H_X-E_X=\begin{pmatrix}\sigma&v\\ w&d\end{pmatrix},\qquad(\omega-\sigma)(\omega-d)=vw .$$

The reference can be left out, because its column is zero below the diagonal. The elements $v$ and $w$ differ because $\bar H$ is not Hermitian. The solved CCSD amplitudes give, in eV:

- A: $\sigma=6.4611$, $d=9.4793$, $v=-1.2653$, $w=-1.4868$
- B: $\sigma=7.3986$, $d=11.2731$, $v=-1.1545$, $w=-1.3232$

The lower root is

$$\omega=\frac{\sigma+d}{2}-\sqrt{\Big(\frac{d-\sigma}{2}\Big)^2+vw}.$$

For A, $vw=1.881$ eV² and $\omega_A=7.970-\sqrt{2.277+1.881}=5.931$ eV. For B, $vw=1.528$ eV² and $\omega_B=9.336-\sqrt{3.753+1.528}=7.038$ eV.

The correct pair energy is $5.931+7.038=12.969$ eV, and full diagonalization of the pair gives the same value. EOM-CCSD for the pair gives $6.461+7.399=13.860$ eV. The error is 0.891 eV, of which 0.530 eV comes from A and 0.361 eV from B. It is positive here because $vw>0$ in both dimers, which puts the lower root below both $\sigma$ and $d$.

**Q:** Would triples be enough to repair it?

**A:** They repair most of it in this example. Include the mixed triples $D_AS_B$ and $S_AD_B$ next to $S_AS_B$, and write $g_X=v_Xw_X$. The two triples do not couple to each other, since that would require changing both fragments at once. For a root $\omega$ with amplitudes $c_{SS}$, $c_{DS}$ and $c_{SD}$, the triples rows read

$$(\omega-d_A-\sigma_B)c_{DS}=w_Ac_{SS},\qquad(\omega-\sigma_A-d_B)c_{SD}=w_Bc_{SS}.$$

Insert these into the first row, $(\omega-\sigma_A-\sigma_B)c_{SS}=v_Ac_{DS}+v_Bc_{SD}$, and divide by $c_{SS}$:

$$\omega=\sigma_A+\sigma_B+\frac{g_A}{\omega-d_A-\sigma_B}+\frac{g_B}{\omega-\sigma_A-d_B}.$$

The numerical root is 13.043 eV. Putting it into the right-hand side confirms it:

$$13.860+\frac{1.881}{-3.835}+\frac{1.528}{-4.691}=13.860-0.491-0.326=13.043\ \text{eV}.$$

An error of 0.075 eV remains relative to the correct sum. Adding $D_AD_B$ brings the root to 12.969 eV.

**Q:** Why do the triples do so well, if the product also needs the quadruple?

**A:** Multiply $v$ and $w$ by a factor $\lambda$, with $\sigma$ and $d$ fixed, and let $\delta_X=d_X-\sigma_X$. For one fragment,

$$\omega_X-\sigma_X=\frac{\lambda^2g_X}{\omega_X-d_X}=-\frac{\lambda^2g_X}{\delta_X}+\frac{\lambda^4g_X^2}{\delta_X^3}+O(\lambda^6).$$

The second step puts $\omega_X-d_X=-\delta_X-\lambda^2g_X/\delta_X+\dots$ into the denominator and expands. With mixed doubles alone, the whole shift is missing and the error starts at $\lambda^2$.

With triples, let $x=\omega-\sigma_A-\sigma_B$. The pair equation becomes

$$x=\frac{\lambda^2g_A}{x-\delta_A}+\frac{\lambda^2g_B}{x-\delta_B}.$$

At order $\lambda^2$ this gives $x=-\lambda^2(g_A/\delta_A+g_B/\delta_B)$, the correct sum of fragment shifts. Since $1/(x-\delta)=-1/\delta-x/\delta^2+\dots$, the next order is

$$\lambda^4\Big(\frac{g_A}{\delta_A}+\frac{g_B}{\delta_B}\Big)\Big(\frac{g_A}{\delta_A^2}+\frac{g_B}{\delta_B^2}\Big).$$

The squares $g_A^2/\delta_A^3$ and $g_B^2/\delta_B^3$ belong to the fragments. The cross terms are the remaining error:

$$\lambda^4\,g_Ag_B\Big(\frac{1}{\delta_A\delta_B^2}+\frac{1}{\delta_A^2\delta_B}\Big)=\lambda^4\,\frac{g_Ag_B(\delta_A+\delta_B)}{\delta_A^2\delta_B^2}.$$

The quadruple removes it. The numerical check finds powers of 2.00 and 3.99 for the two errors at small $\lambda$. At $\lambda=1$ the leading term gives about 0.14 eV, roughly twice the actual 0.075 eV, so the coupling in this example is too strong for the leading order to be quantitative.

The product vector shows the same hierarchy. The second row of the fragment matrix gives $R_2/R_1=w/(\omega-d)$. Its square is $\rho_A^2=0.1756$ for A and $\rho_B^2=0.0976$ for B. Relative to the mixed doubles, the squared amplitudes are $\rho_A^2+\rho_B^2=0.273$ for the triples and $\rho_A^2\rho_B^2=0.017$ for the quadruple. These describe a right eigenvector of a non-Hermitian matrix and are not probabilities.

**Q:** Larger molecules are not solved exactly by CCSD. Does the argument survive?

**A:** Yes, because exact fragments were never assumed in the general steps. Allow the reference, S and D on A, combined with the reference, S and D on B. Compared with the EOM-CCSD space of this sector, this adds the mixed triples and the $D_AD_B$ quadruples. The projector is then a product $P_AP_B$, and the projected $\bar H$ is again a sum of two matrices on different indices. Its roots are sums of EOM-CCSD fragment roots, including $\omega_A+\omega_B$.

Adding all triples and quadruples is a different step. It also admits triples within one fragment, which can change $\omega_A$ and $\omega_B$ themselves.

The numerical check includes a four-electron, four-site open Hubbard chain next to dimer A, with site energies 0, 1, $-1$ and 0.5 eV, hopping 2.5 eV and repulsion 3 eV. CCSD for the chain lies $1.7\times10^{-4}$ eV above full diagonalization. All 46 EOM-CCSD roots of the sector agree with the fragment predictions, and so do the sums in the product space.

**Q:** Are there cases in which my original sum comes out right?

**A:** Yes, for example when $\sigma=\omega$ for both fragment states. The dimers offer two examples.

The triplet single cannot couple to D, which is a singlet. The triplet energies are 2.647 and 3.557 eV, and the EOM-CCSD pair root is their sum, 6.204 eV.

The other example is a pair of symmetric dimers, with equal site energies. The orbitals are then even and odd under exchange of the sites. S has one electron in each and is odd; D has two electrons in the odd orbital and is even. They do not couple. With the same hoppings and repulsion as before, the sum and the EOM-CCSD pair root are both 13.857 eV. A test on these singly excited states of symmetric dimers alone would have supported your belief.

Both exceptions rest on the dimer having only one double. With more orbitals there are triplet doubles and odd doubles, and the coupling generally returns. For two distant H$_2$ molecules with bond lengths 0.74 and 1.00 Å in the small 6-31G basis, the pair root lies 0.37 eV above the sum for two triplets and 0.89 eV above it for two singlets. These sizes belong to that basis and are not basis-set limits.

At the other extreme are fragment states made mainly of D. A pair state built from one of them has its main part in the triples or quadruples, so EOM-CCSD has no counterpart for it. In the sector considered, the asymmetric dimers have 9 states with both fragments excited, and EOM-CCSD has 4.

**Q:** What should I do when I need the energy of two distant excited molecules?

**A:** If their interaction is negligible, calculate $\omega_A$ and $\omega_B$ separately and add them. That sum has the quality of the two fragment calculations. If the interaction matters, do not read it off as the difference between the EOM-CCSD pair root and $\omega_A+\omega_B$. In the example that difference is 0.89 eV with no interaction at all. It comes from the mixed triples and quadruples that are missing from $R$.

## Values computed for the example and the checks

```
A site-energy difference: 2.0000 eV
A hopping: 2.0000 eV
A repulsion U: 4.0000 eV
A orbital energy, occupied: -0.0635 eV
A orbital energy, virtual: 4.0635 eV
A singles amplitude per spin: -0.0316
A doubles amplitude: -0.2132
A CCSD ground energy: -2.6468 eV
A sigma, singlet (S-S element): 6.4611 eV
A v = <S|Hbar|D>: -1.2653 eV
A w = <D|Hbar|S>: -1.4868 eV
A d = D-D element: 9.4793 eV
A omega, lower singlet: 5.9310 eV
A omega, upper singlet: 10.0095 eV
A omega = sigma, triplet: 2.6468 eV
A rho^2 = |R2|^2/|R1|^2, lower singlet: 0.1756
B site-energy difference: 2.0000 eV
B hopping: 2.5000 eV
B repulsion U: 4.0000 eV
B orbital energy, occupied: -0.5623 eV
B orbital energy, virtual: 4.5623 eV
B singles amplitude per spin: -0.0205
B doubles amplitude: -0.1772
B CCSD ground energy: -3.5572 eV
B sigma, singlet (S-S element): 7.3986 eV
B v = <S|Hbar|D>: -1.1545 eV
B w = <D|Hbar|S>: -1.3232 eV
B d = D-D element: 11.2731 eV
B omega, lower singlet: 7.0379 eV
B omega, upper singlet: 11.6338 eV
B omega = sigma, triplet: 3.5572 eV
B rho^2 = |R2|^2/|R1|^2, lower singlet: 0.0976
Pair CCSD ground energy: -6.2040 eV
omega_A + omega_B, singlets: 12.9688 eV
Pair root, full diagonalization: 12.9688 eV
Pair root, EOM-CCSD (mixed doubles): 13.8597 eV
Pair root, with mixed triples: 13.0434 eV
Pair root, with triples and quadruples: 12.9688 eV
Error of EOM-CCSD pair root: 0.8909 eV
Error with mixed triples: 0.0746 eV
Part of error from A: 0.5302 eV
Part of error from B: 0.3607 eV
Triples/doubles weight in product state: 0.2732
Quadruples/doubles weight in product state: 0.0171
Triplet pair root, EOM-CCSD: 6.2040 eV
Sum of the two triplet energies: 6.2040 eV
Doubly excited pair states, EOM-CCSD: 4
Doubly excited pair states, full space: 9
Dimer pair, largest root deviation: 2.0e-11 eV
Order of error in coupling, doubles only: 1.9982
Order of error in coupling, with triples: 3.9901
Symmetric dimers, omega_A + omega_B: 13.8573 eV
Symmetric dimers, EOM-CCSD pair root: 13.8573 eV
Chain, CCSD minus full diagonalization: 1.74e-04 eV
Chain + dimer, EOM-CCSD roots compared: 46
Chain + dimer, largest root deviation: 1.4e-11 eV
Same, product space: 1.3e-11 eV
```
